# Through-Port Response and Resonant Null of a Lossy Add-Drop Ring

The through-port amplitude of a ring resonator is a ratio of two fields, so it has no dimension and can depend on dimensionless quantities alone. Let light of unit amplitude enter a straight waveguide that touches a ring at one coupler, and let $S$ be the amplitude that continues along the waveguide. If nothing in the ring scatters light backwards, everything else in it (propagation, loss, a second coupler) acts on the circulating field through a single complex number $X$, the factor by which that field is multiplied between leaving the input coupler and returning to it. The field equations are linear, and eliminating one circulating field from them gives a ratio of two linear functions of $X$:

$$S=\frac{A+BX}{1-CX}.$$

Energy conservation fixes the constants. If the input coupler is lossless and $|X|=1$, no power is lost anywhere and none leaves by another port, so $|S|=1$. This must hold for every phase of $X$. Equating $|A+BX|^2$ and $|1-CX|^2$ on the circle $|X|=1$ gives

$$|A|^2+|B|^2+2\,\mathrm{Re}(A^*BX)=1+|C|^2-2\,\mathrm{Re}(CX).$$

The terms that vary with the phase of $X$ must match, so $C=-A^*B$. At $X=0$ nothing returns from the ring, so $A$ is the direct transmission of the coupler. The phase reference at the output can be chosen to make it a real number $t_1$, with $0<t_1<1$. The constant terms then give $t_1^2+|B|^2=1+t_1^2|B|^2$, or $(1-t_1^2)(|B|^2-1)=0$, and hence $|B|=1$. Writing $B=-e^{i\theta}$, we have

$$S=\frac{t_1-e^{i\theta}X}{1-t_1e^{i\theta}X}.$$

Linearity and energy conservation leave one phase $\theta$ undetermined, and it merely shifts the origin of the round-trip phase. It remains to find $X$ for the add-drop ring and to fix $\theta$ from the coupler.

The ring carries one guided mode, the response is linear and steady, and at first there is no backscattering. The time factor is $e^{-i\omega t}$, so propagation over a length $L$ contributes $e^{+i\beta L}$, where $\beta$ is the propagation constant. Fields are normalized so that their squared magnitude is power. Coupler 1 joins the ring to the input waveguide and coupler 2 joins it to the drop waveguide. No light enters the add port, which is the unused input of the drop waveguide. Each coupler $j$ has a real self-coupling coefficient $t_j$ for the field that stays in its guide and a real cross-coupling coefficient $k_j$ for the field that changes guide. If $c$ is the ring field arriving at coupler 1 and $b$ the ring field leaving it, then

$$\begin{pmatrix}S\\ b\end{pmatrix}=\begin{pmatrix}t_1&ik_1\\ ik_1&t_1\end{pmatrix}\begin{pmatrix}1\\ c\end{pmatrix}.$$

A lossless coupler needs a unitary matrix. Each column has unit length if $t_1^2+k_1^2=1$. The columns are orthogonal because $t_1(ik_1)+(-ik_1)t_1=0$. Equal real cross terms could not satisfy this condition, hence the factor $i$. Coupler 2 has the same form, with $t_2^2+k_2^2=1$.

After leaving coupler 1, the field crosses a first arc with field transmission $a_1$ and phase $\varphi_1$, keeps the fraction $t_2$ at coupler 2, and crosses a second arc with transmission $a_2$ and phase $\varphi_2$. With $a=a_1a_2$ and $\varphi=\varphi_1+\varphi_2$,

$$c=Xb,\qquad X=p\,e^{i\varphi},\qquad p=t_2a.$$

Here $a$ is the round-trip field transmission of the ring guide alone, and the corresponding power transmission is $a^2$. Since the factors multiply, the position of coupler 2 does not affect $S$.

The second row of the coupler equation is $b=ik_1+t_1Xb$. Collecting $b$ on one side gives

$$b=\frac{ik_1}{1-t_1X}.$$

Inserting this into the first row, $S=t_1+ik_1Xb$, and using $i^2=-1$, we find

$$S=t_1-\frac{k_1^2X}{1-t_1X}
=\frac{t_1-(t_1^2+k_1^2)X}{1-t_1X}
=\frac{t_1-X}{1-t_1X}.$$

The last step uses $t_1^2+k_1^2=1$. The coupler convention therefore gives $\theta=0$, and the through-port response is

$$\boxed{S=\frac{t_1-t_2a\,e^{i\varphi}}{1-t_1t_2a\,e^{i\varphi}}}$$

The response is also a sum of echoes. Because $|t_1X|<1$, the denominator can be expanded as a geometric series:

$$S=t_1-k_1^2X\sum_{n=0}^{\infty}(t_1X)^n.$$

The first term never enters the ring. The others cross into it, make $n+1$ round trips and cross out. The two crossings contribute $i\cdot i=-1$, so at resonance every echo opposes the direct field. For 40 random cases with unequal arcs, $t_1$ and $t_2$ between 0.2 and 0.98, $a$ between 0.5 and 1, and arbitrary phase, a numerical solution of the separate coupler and arc equations agreed with both the closed formula and a sum of 2000 echoes to within $10^{-11}$ in amplitude.

To locate the minimum of the through power, take the squared magnitudes of numerator and denominator:

$$N=t_1^2+p^2-2t_1p\cos\varphi,\qquad D=1+t_1^2p^2-2t_1p\cos\varphi.$$

Their difference does not contain the phase:

$$D-N=1+t_1^2p^2-t_1^2-p^2=(1-t_1^2)(1-p^2).$$

Using $1-\cos\varphi=2\sin^2(\varphi/2)$ in $D$, we obtain

$$|S|^2=1-\frac{(1-t_1^2)(1-p^2)}{D},\qquad D=(1-t_1p)^2+4t_1p\sin^2(\varphi/2).$$

For $0<t_1<1$, $0<t_2\le1$ and $0<a\le1$, the subtracted fraction is largest where $D$ is least, at $\varphi=2\pi m$ with integer $m$ (if $t_2=a=1$, it is zero at every phase). This is the resonance condition. There,

$$S_{\mathrm{res}}=\frac{t_1-t_2a}{1-t_1t_2a}.$$

The denominator is positive, so the resonant through power vanishes if and only if

$$\boxed{t_1=t_2a}$$

No null exists at another phase: $S=0$ requires $t_1=t_2a\,e^{i\varphi}$, and since $t_1$ and $t_2a$ are both positive, this forces $e^{i\varphi}=1$ as well as equal magnitudes. Resonance alone gives a minimum; the null needs the additional balance of amplitudes. If $t_1>t_2a$, the direct field wins and $S_{\mathrm{res}}$ is positive (undercoupling). If $t_1<t_2a$, the field leaking from the ring wins and $S_{\mathrm{res}}$ is negative (overcoupling).

In terms of power, the null condition reads

$$k_1^2=1-t_2^2a^2=(1-a^2)+a^2k_2^2.$$

The right side is the fraction of the power leaving coupler 1 that is lost before it returns, partly in the guide and partly through the drop coupler. The input power coupling must equal that fraction. It must also exceed the drop coupling when the guide is lossy, because $k_1^2-k_2^2=t_2^2(1-a^2)$.

The cancellation can be followed field by field. At the null $X=t_1$, so $b=ik_1/(1-t_1^2)=i/k_1$. The ring field that leaks into the through port is $ik_1Xb=ik_1t_1(i/k_1)=-t_1$, equal and opposite to the direct field. The circulating power just after coupler 1 is $|b|^2=1/k_1^2$. The drop port receives

$$P_{\mathrm{drop}}=k_2^2a_1^2|b|^2=\frac{k_2^2a_1^2}{k_1^2}.$$

The two arcs dissipate $|b|^2(1-a_1^2)$ and $|b|^2a_1^2t_2^2(1-a_2^2)$. Adding these to $P_{\mathrm{drop}}$ and using $k_2^2+t_2^2=1$ gives $|b|^2(1-p^2)=1$, the whole input power. A dark through port therefore does not imply complete transfer to the drop port.

Two limits show the range of the condition. In a lossless ring, $a=1$, the null requires equal couplers, and all the power then goes to the drop port. If the drop coupler is removed, $t_2=1$, the condition becomes $t_1=a$, and all the input power is dissipated in the ring. If both $a=1$ and $t_2=1$, the ring has no outlet except the through port: $|S|=1$ at every phase, and no $t_1<1$ gives a null.

For weak coupling and weak loss, write $\ell=1-a^2$ for the round-trip power loss of the guide. To leading order, $t_j\approx1-k_j^2/2$ and $a\approx1-\ell/2$, so that

$$S_{\mathrm{res}}\approx\frac{k_2^2+\ell-k_1^2}{k_1^2+k_2^2+\ell}.$$

The residual field is the mismatch between the other losses and the input coupling, divided by the total power loss of the ring, coupler 1 included.

The width of the resonance sets how accurately the laser must be tuned. With $x=t_1p$, the dip $1-|S|^2$ falls to half its maximum when $D$ doubles, that is, when $4x\sin^2(\varphi/2)=(1-x)^2$. For a narrow resonance, $\sin(\varphi/2)\approx\varphi/2$, so the half-width in phase is $(1-x)/\sqrt{x}$. To convert it to wavelength, use $\varphi=2\pi nL/\lambda$, where $L$ is now the ring circumference and $n(\lambda)$ the effective index:

$$\frac{d\varphi}{d\lambda}=-\frac{2\pi L}{\lambda^2}\left(n-\lambda\frac{dn}{d\lambda}\right)=-\frac{2\pi n_gL}{\lambda^2}.$$

The bracket is the group index $n_g$. Twice the half-width, divided by the magnitude of this slope, is the full width at half depth:

$$W\approx\frac{\lambda^2(1-x)}{\pi n_gL\sqrt{x}}.$$

At the null condition, $(1-t_1^2)(1-p^2)=(1-x)^2$, so $|S|^2=4x\sin^2(\varphi/2)/D$. Near resonance, a wavelength detuning $\delta$ then gives

$$|S|^2\approx\frac{4\delta^2}{W^2+4\delta^2}.$$

Consider a silicon strip-waveguide ring near 1550 nm, with rough typical values: radius 10 µm, guide loss 3 dB/cm and group index 4.2. The drop power coupling is chosen as $k_2^2=0.02$. The effective index is set to 2.3929, which places the resonance of order 97 at 1550 nm. The circumference is 62.832 µm, or 0.0062832 cm, so one round trip costs 0.01885 dB and

$$a=10^{-0.01885/20}=0.997832,\qquad t_2=\sqrt{0.98}=0.989949.$$

The null condition gives

$$t_1=0.989949\times0.997832=0.987803,\qquad k_1^2=1-t_1^2=0.0242.$$

The input coupler must therefore transfer about 2.4% of the power, against 2.0% for the drop coupler. The circulating power is $1/k_1^2=41$ times the input. With coupler 2 halfway round the ring, $a_1^2=a$, and the drop port receives $0.02\times0.9978/0.0242$, or 82% of the input. The remaining 18% is dissipated. This share is large although the guide loses only about 0.4% of the power per round trip, because that loss acts on the built-up circulating power.

The linewidth is

$$W=\frac{(1550\ \mathrm{nm})^2\times0.0242}{\pi\times4.2\times62832\ \mathrm{nm}\times0.9878}\approx0.071\ \mathrm{nm},$$

which corresponds to a loaded quality factor $\lambda/W$ of about $2.2\times10^4$. With the group index taken as constant, the next resonance at longer wavelength is 9.16 nm away.

If the input coupler is instead made equal to the drop coupler, with $t_2$ and $a$ held fixed, the resonant field is

$$S_{\mathrm{res}}=\frac{0.989949(1-0.997832)}{1-0.98\times0.997832}=0.097.$$

The through power is then 0.0094 of the input, or −20.3 dB. A guide loss of under 0.02 dB per round trip is enough to limit this symmetric ring to that level.

The null survives a more general lossless coupler. For a unitary coupler matrix $U$, the same elimination gives

$$S=U_{11}+\frac{U_{12}U_{21}X}{1-U_{22}X}=\frac{U_{11}-(\det U)X}{1-U_{22}X}.$$

A null needs $|U_{11}|=|X|=t_2a$, because $|\det U|=1$. Its phase also agrees with resonance: equating the inverse of $U$ to its conjugate transpose gives $U_{11}/\det U=U_{22}^*$, so at the null $X=U_{22}^*$ and $U_{22}X=|U_{22}|^2$ is positive. Successive circulating fields then add in phase. Coupler phases shift the resonance wavelength but leave the balance of magnitudes unchanged.

Loss inside the couplers does change the condition. Suppose that each coupler matrix is multiplied by a uniform field transmission $g_j$. Then $U_{11}=U_{22}=g_1t_1$, $\det U=g_1^2$ and $X=g_2t_2a\,e^{i\varphi}$, so

$$S=\frac{g_1t_1-g_1^2X}{1-g_1t_1X},\qquad t_1=g_1g_2t_2a\quad\text{at the null}.$$

The statement $t_1=t_2a$ thus requires lossless couplers, or couplers whose loss is counted in $a$. In the example, an assumed excess loss of 0.01 dB per coupler adds 0.02 dB per round trip, slightly more than the guide itself. If $t_1$ is left at 0.987803, the through power rises from zero to a level of −21.3 dB. Within this model, redesigning $t_1$ by the corrected condition restores the null.

Backscattering has a different effect, since it sends light round the ring in the opposite sense. Represent it by one lossless reflector just before coupler 2, with field reflection $ir$ and transmission $\tau=\sqrt{1-r^2}$. If the two counter-propagating fields arriving at it are $u$ and $v$, they leave as $\tau u+irv$ and $\tau v+iru$. The combinations $u\pm v$ are therefore multiplied by $\tau\pm ir$, and the rest of the round trip is the same for both senses. The input excites $u$ alone, which is half the sum of the two combinations, so the through amplitude is the average

$$S=\frac{f(X_+)+f(X_-)}{2},\qquad X_\pm=X(\tau\pm ir),\qquad f(X)=\frac{t_1-X}{1-t_1X}.$$

At the original null, $X=t_1$. Put $X_\pm=t_1(1+\epsilon_\pm)$, with $\epsilon_\pm\approx\pm ir-r^2/2$. Then

$$f=-\frac{t_1\epsilon}{k_1^2-t_1^2\epsilon}\approx-\frac{t_1\epsilon}{k_1^2}-\frac{t_1^3\epsilon^2}{k_1^4}.$$

The average of $\epsilon$ is $-r^2/2$ and that of $\epsilon^2$ is $-r^2$, so for $r\ll k_1^2$

$$S\approx\frac{t_1r^2}{2k_1^2}+\frac{t_1^3r^2}{k_1^4}\approx\frac{t_1^3r^2}{k_1^4}.$$

The second term dominates by the factor $2t_1^2/k_1^2$, about 80 here. For an assumed power reflection $r^2=10^{-5}$ per pass, the estimate gives −35.7 dB at the original resonance, and the full field equations give the same level to 0.1 dB. For this single reflector the null is displaced rather than destroyed: raising $k_1^2$ by about 3%, with $t_2$ and $a$ held fixed, restores it. About 1.6% of the input then returns along the input waveguide, and the drop power falls from 82% to 80%. These figures belong to a weak reflector. At $r^2=10^{-4}$ the through level is −17 dB and the null needs an increase of about 29% in $k_1^2$; by $r^2=3\times10^{-4}$, where $r$ approaches $k_1^2$, the dip of the original design has split into two minima.

Set beside real silicon rings, the radius, loss and indices used here are ordinary, but coupler loss, backscattering and temperature sensitivity vary with design and fabrication. The figures for them are estimates for assumed strengths, each taken with the other parameters held fixed. A 5% excess in the input power coupling leaves −32 dB. If both power couplings grow by 1% per nm, the next resonance reaches −42 dB instead of a null. Temperature matters most when the laser wavelength is fixed. At constant resonance order, an index change $\Delta n$ shifts the resonance by $\lambda\Delta n/n_g$; an assumed index slope of $1.8\times10^{-4}$ per kelvin gives 0.066 nm/K. This slope is close to the bulk silicon value; the effective index of a strip guide can change somewhat faster, giving 0.07 to 0.08 nm/K. A drift of 0.1 K raises the through power to 0.034 of the input, or −14.7 dB, and a drift of 1 K raises it to 0.78. Using the null therefore calls for temperature control or for a laser that follows the resonance.

The linear model also needs low power. At 0.01 mW input, the circulating power is 0.41 mW. With a mode area of 0.1 µm² and a two-photon coefficient of $5\times10^{-12}$ m/W, both rough values, two-photon absorption adds about $9\times10^{-4}$ dB/cm. The free carriers that it generates, for an assumed lifetime of 1 ns and cross section of about $1.5\times10^{-17}$ cm², add about $2\times10^{-5}$ dB/cm. With the laser kept on resonance, this added loss would lift the null only to −91 dB, far below the other effects. This counts no carriers from linear absorption. In the extreme case that every lost photon freed a pair, the same lifetime and cross section would add about 0.14 dB/cm and lift the null to −48 dB, and the carrier index change would exceed the thermal one estimated next. If linear absorption frees few carriers, heating is more important. If all the dissipated light is absorbed and the thermal resistance is $3\times10^4$ K/W, the ring warms by 0.053 K and its resonance moves by 0.0035 nm, about 5% of the linewidth. By the detuning formula, a laser left at the cold resonance would then see about 1% of its power in the through port. This thermal resistance is a pessimistic choice for a ring that rests on its oxide and substrate; an undercut ring is not covered. For a ring of this size clad in oxide, with 2 to 3 µm of oxide below the guide and 1 to 2 µm above it, heat conduction to the substrate gives roughly 6000 to 8000 K/W. The ring then warms by only about 0.01 K, and the through power stays below 0.1%. Most of the computed values are listed in the numerical output below.

## Numbers as computed

```
Ring radius: 10.0 um
Ring circumference: 62.832 um
Waveguide loss: 3.0 dB/cm
Resonance wavelength: 1550.0 nm
Resonance order: 97 (no unit)
Effective index: 2.3929 (no unit)
Group index: 4.20 (no unit)
Round-trip field transmission a: 0.997832 (no unit)
Drop power coupling k2^2: 0.02000 (no unit)
Drop self-coupling t2: 0.989949 (no unit)
Required input self-coupling t1: 0.987803 (no unit)
Required input power coupling k1^2: 0.02424 (no unit)
Through power at null, rounding level: 3.4e-24 of input
Drop power at null: 0.8231 of input
Dissipated power at null: 0.1769 of input
Ring power after input coupler: 41.25 times input
Full width at half depth: 0.07113 nm
Width from formula: 0.07113 nm
Loaded Q: 21792 (no unit)
Spacing to next longer resonance: 9.158 nm
Equal couplers, resonant through power: 0.00941 of input
Equal couplers, resonant through level: -20.26 dB
Excess loss assumed per coupler: 0.010 dB
Through level with coupler loss: -21.34 dB
Backscattered power assumed per pass: 1.0e-05 (no unit)
Through level with backscatter: -35.74 dB
Backscatter level from estimate: -35.70 dB
Input power-coupling error assumed: 5.0 %
Through level with coupling error: -32.15 dB
Coupling dispersion assumed: 1.0 %/nm
Through level at next resonance: -42.33 dB
Thermal index slope assumed: 1.80e-04 1/K
Thermal resonance drift: 0.0664 nm/K
Fixed laser, 0.1 K drift, through power: 0.0337 of input
Fixed laser, 0.1 K drift, through level: -14.72 dB
Fixed laser, 1 K drift, through power: 0.7772 of input
Input power for nonlinear estimates: 0.010 mW
Mode area assumed: 0.10 um2
Two-photon coefficient assumed: 5.0e-12 m/W
Added two-photon loss: 8.96e-04 dB/cm
Carrier lifetime assumed: 1.0 ns
Carrier cross section assumed: 1.45e-17 cm2
Added free-carrier loss: 2.09e-05 dB/cm
Through level with nonlinear loss: -91.4 dB
Thermal resistance assumed: 3.0e+04 K/W
Self-heating if all lost light is absorbed: 0.0531 K
Resonance shift from that heating: 0.00352 nm
```
